# Passive Foster Models from Noisy Heating Curves: Nonnegative Fits and Grid Density

## The measured curve and its model

A chip is at the temperature of its heat sink when a constant power $P$ is switched on. Its heated face warms, quickly at first and then in slower stages as the heat reaches the die attach, the base and the sink. The recorded rise $\Delta T(t)$ is noisy. A circuit simulator needs a small thermal network that reproduces it and stays stable under any power waveform. The fit below uses a fixed grid of time constants, so one must ask how far the result depends on that grid.

Assume a linear structure, cut into cells with heat capacities $C_m>0$ and symmetric thermal conductances between them. With $\mathbf T$ the temperature rises above the sink,

$$\mathbf C\dot{\mathbf T}=-\mathbf G\mathbf T+P\,\mathbf e_1 ,$$

where $\mathbf C$ is diagonal, $\mathbf G$ is symmetric and positive definite, and cell 1 is both heated and sensed. Put $\mathbf T=\mathbf C^{-1/2}\mathbf u$ and multiply by $\mathbf C^{-1/2}$:

$$\dot{\mathbf u}=-\mathbf H\mathbf u+P\,C_1^{-1/2}\mathbf e_1,\qquad \mathbf H=\mathbf C^{-1/2}\mathbf G\mathbf C^{-1/2}.$$

$\mathbf H$ has orthonormal eigenvectors $\mathbf v_i$ and eigenvalues $\lambda_i>0$. The amplitude along $\mathbf v_i$ obeys $\dot u_i=-\lambda_iu_i+PC_1^{-1/2}v_{1i}$, so from a cold start $u_i=PC_1^{-1/2}v_{1i}(1-e^{-\lambda_it})/\lambda_i$. Since $T_1=C_1^{-1/2}\sum_iv_{1i}u_i$,

$$Z(t)=\frac{\Delta T}{P}=\sum_iR_i\left(1-e^{-t/\tau_i}\right),\qquad R_i=\frac{v_{1i}^2}{C_1\lambda_i}\ge0,\quad \tau_i=\frac1{\lambda_i}.$$

This is a Foster network: parallel pairs $R_i$, $C_i=\tau_i/R_i$ in series. The square in $R_i$ arises because source and sensor coincide. For a sensor in cell $m$ the weight is $v_{1i}v_{mi}/(\lambda_i\sqrt{C_1C_m})$, which may be negative. In the example below, a sensor under the die gives a weight of $-8.8$ mK/W, and a nonnegative fit would be the wrong model there.

## Why nonnegative resistances give passivity

Each pair obeys $C_i\dot T_i=P-T_i/R_i$. Multiply by $T_i$, sum, and integrate from a cold start with $\Delta T=\sum_iT_i$:

$$\int_0^tP\,\Delta T\,dt'=\sum_i\left[\tfrac12C_iT_i^2(t)+\int_0^t\frac{T_i^2}{R_i}dt'\right]\ge0 .$$

Here $P$ may have either sign, as a deviation from a working point. The integral is the circuit quantity that defines passivity; it is not thermal energy, because $P$ is already a heat flow. In frequency, with $Z(s)=\sum_iR_i/(1+s\tau_i)$,

$$\operatorname{Re}Z(i\omega)=\sum_i\frac{R_i}{1+\omega^2\tau_i^2}\ge0 .$$

Nonnegative $R_i$ are therefore sufficient for passivity. They are also necessary for an RC network seen at its driving point, by the formula for $R_i$. They are not necessary for passivity alone: $1/(1+s)-0.1/(1+2s)$ has real part at least $0.9/(1+\omega^2)$, because $1+4\omega^2\ge1+\omega^2$.

## The constrained fit

Let $d_j$ be the measured $Z$ at $m$ times $t_j$, with independent noise of equal variance. (For unequal variances, divide each row of the problem by its standard deviation.) Choose $\tau_k$ with $n$ points per decade, so that $x=\ln\tau$ has spacing $h=\ln10/n$. Column $\mathbf a_k$ has entries $1-e^{-t_j/\tau_k}$. Minimize

$$F=\tfrac12\|\mathbf r\|^2,\qquad \mathbf r=\mathbf d-\mathbf p_h,\qquad \mathbf p_h=\sum_kR_k\mathbf a_k,\qquad R_k\ge0 .$$

Since $\partial F/\partial R_k=-\mathbf a_k\cdot\mathbf r$, a minimum requires

$$\mathbf a_k\cdot\mathbf r\le0,\qquad \mathbf a_k\cdot\mathbf r=0\ \text{ if }R_k>0 .\tag{1}$$

Otherwise a permitted change of $R_k$ would lower $F$. Multiplying by $R_k$ and summing gives $\mathbf r\cdot\mathbf p_h=0$.

The active-set algorithm reaches (1) as follows.

1. Start with all $R_k=0$ and an empty active set.
2. Find the inactive column with the largest $\mathbf a_k\cdot\mathbf r$. Stop if this is not positive, within rounding; otherwise activate the column.
3. Solve ordinary least squares on the active columns, giving $s_k$. If all $s_k>0$, set $R_k=s_k$ and return to step 2.
4. Otherwise move from $R$ towards $s$ by the fraction $\alpha=\min R_k/(R_k-s_k)$ over the active $k$ with $s_k\le0$. Remove the columns that reach zero and repeat step 3.

The new column $j$ enters with the right sign. Let $\mathbf p$ be the old fit, $\mathbf r$ its residual and $\mathbf q$ the new least-squares fit. The new residual $\mathbf r-(\mathbf q-\mathbf p)$ is orthogonal to $\mathbf q-\mathbf p$, so $\mathbf r\cdot(\mathbf q-\mathbf p)=\|\mathbf q-\mathbf p\|^2$. The old residual is orthogonal to all old columns, so the left side is $s_j\,\mathbf a_j\cdot\mathbf r$. Hence $s_j>0$. The first step therefore has $\alpha>0$ and lowers $F$. In exact arithmetic, with independent active columns, no active set recurs at step 2, and the finite number of sets ensures termination. Every iterate has $R_k\ge0$, so even an interrupted run returns a passive model.

The fitted curve is also stable. For any other allowed curve $\mathbf q$,

$$F(\mathbf q)=\tfrac12\|\mathbf r-(\mathbf q-\mathbf p_h)\|^2=F(\mathbf p_h)-\mathbf r\cdot\mathbf q+\tfrac12\|\mathbf q-\mathbf p_h\|^2,\tag{2}$$

where $\mathbf r\cdot\mathbf p_h=0$ was used. By (1), $\mathbf r\cdot\mathbf q\le0$, so the minimizing curve is unique. For second data $\mathbf d'$ with fit $\mathbf p'$ and residual $\mathbf r'$, the same conditions give $\mathbf r\cdot(\mathbf p'-\mathbf p_h)\le0$ and $\mathbf r'\cdot(\mathbf p_h-\mathbf p')\le0$. Adding them and inserting $\mathbf r-\mathbf r'=(\mathbf d-\mathbf d')-(\mathbf p_h-\mathbf p')$,

$$\|\mathbf p_h-\mathbf p'\|^2\le(\mathbf d-\mathbf d')\cdot(\mathbf p_h-\mathbf p')\ \Rightarrow\ \|\mathbf p_h-\mathbf p'\|\le\|\mathbf d-\mathbf d'\| .$$

The last step is the Cauchy–Schwarz inequality. On a fixed grid, noise is not amplified in the curve. Nothing similar has been shown for the separate $R_k$.

## Error from a finite grid

Write $f(x)=1-e^{-y}$ with $y=t/\tau=te^{-x}$. Since $dy/dx=-y$,

$$f'=-ye^{-y},\qquad f''=-y\frac{d}{dy}\left(-ye^{-y}\right)=y(1-y)e^{-y}.$$

The extrema of $f''$ satisfy $y^2-3y+1=0$, so $y=(3\pm\sqrt5)/2$. There $y-y^2=1-2y=-2\mp\sqrt5$. The upper sign gives the larger magnitude,

$$M=(2+\sqrt5)\,e^{-(3+\sqrt5)/2}=0.3090 .$$

Let a time constant lie at $x$ between nodes $x_k$ and $x_{k+1}$. Give the upper node the weight $\theta=(x-x_k)/h$ and the lower node $1-\theta$. Both are nonnegative and the total resistance is kept. Let $L$ be the linear interpolant of $f$, and choose $K$ so that

$$g(z)=L(z)-f(z)-K(z-x_k)(x_{k+1}-z)$$

vanishes at $z=x$. Then $g$ has three zeros, so $g''=-f''+2K$ vanishes at some $\xi$, and $K=f''(\xi)/2$. The product of distances is at most $h^2/4$, hence

$$|L(x)-f(x)|\le\frac{Mh^2}{8}=0.03863\,h^2 .\tag{3}$$

A true spectrum inside the grid range can thus be represented within $0.03863\,h^2R_{\rm th}P$ in temperature, where $R_{\rm th}=\sum_iR_i$. Requiring this to be at most the noise $\sigma$ gives a sufficient density,

$$n\ge\ln10\,\sqrt{\frac{MR_{\rm th}P}{8\sigma}} .\tag{4}$$

Now compare $\mathbf p_h$ with the fit $\mathbf p$ on a finer grid that contains the coarse one, for the same data and range. The coarse curve is allowed on the fine grid, so (2), written about $\mathbf p$, gives $F(\mathbf p_h)\ge F(\mathbf p)+\frac12\|\mathbf p-\mathbf p_h\|^2$. The expansion about $\mathbf p_h$ is an identity, $F(\mathbf p)=F(\mathbf p_h)-\mathbf r\cdot\mathbf p+\frac12\|\mathbf p-\mathbf p_h\|^2$. Adding the two relations cancels the values of $F$:

$$\|\mathbf p-\mathbf p_h\|^2\le\mathbf r\cdot\mathbf p\le R_p\max_\tau(\mathbf a_\tau\cdot\mathbf r),\tag{5}$$

with $R_p$ the total resistance of the fine fit and the maximum taken over the fine grid. This is a computable certificate. At coarse nodes $\mathbf a_\tau\cdot\mathbf r\le0$; between them it exceeds its linear interpolant by at most $\sum_j|r_j|Mh^2/8$, by (3). Therefore

$$\|\mathbf p-\mathbf p_h\|\le h\sqrt{\frac{M R_p\sum_j|r_j|}{8}} .\tag{6}$$

$R_p$ cannot grow without limit under refinement. From $\mathbf r_p\cdot\mathbf p=0$, where $\mathbf r_p=\mathbf d-\mathbf p$, one has $\|\mathbf p\|^2=\mathbf d\cdot\mathbf p$, so $\|\mathbf p\|\le\|\mathbf d\|$. If the largest grid $\tau$ equals the last time, the last sample of $\mathbf p$ is at least $(1-e^{-1})R_p$, which bounds $R_p$. Likewise $\mathbf r\cdot\mathbf p_h=0$ gives $\|\mathbf r\|\le\|\mathbf d\|$, which bounds $\sum_j|r_j|$. The curve change thus vanishes at least as fast as $h$.

The range of the grid matters separately. For $\tau\ll t_1$ a column is nearly constant, so the data fix a resistance but no time constant. For $\tau\gg t_m$ a column is nearly $t/\tau$, so the data fix $R/\tau=1/C$ but not $R$.

## A germanium die on a copper base

The synthetic structure has a cross-section of 1 cm² and one-dimensional heat flow. Its layers are 300 µm of germanium, 25 µm of adhesive, 2 mm of copper and a grease layer of 20 mm² K/W. Their resistances are

$$50+125+50+200=425\ \text{mK/W},$$

so 50 W gives a final rise of $50\times0.425=21.25$ K. Gaussian noise of $\sigma=0.05$ K is added to 121 samples from 10 µs to 10 s. The discretized curve agrees with numerical Laplace inversion of the continuous layers within 0.0003 K at five times from 10 µs to 1 s.

The grid range is held at 1 µs to 10 s while the density changes. The structure also has time constants below 1 µs, but from the first sample on their unit responses differ from the 1 µs column by at most $e^{-10}$, which is negligible here. Rule (4) gives $2.303\sqrt{0.03863\times21.25/0.05}=9.3$ points per decade. In the table, "change" is the rms distance to the curve at $n=64$, and "certificate" is the rms form of (5).

| $n$ | active | $R_{\rm th}$, mK/W | change, K | certificate, K |
|---:|---:|---:|---:|---:|
| 1 | 5 | 431.5 | 0.343 | 0.508 |
| 2 | 7 | 427.5 | 0.139 | 0.169 |
| 4 | 8 | 425.4 | 0.019 | 0.032 |
| 8 | 11 | 425.2 | 0.0056 | 0.0090 |
| 16 | 11 | 425.5 | 0.0016 | 0.0030 |

At $n=8$ the bound (6) can be followed by hand. Dividing by $\sqrt m$ turns the norm into an rms value, and the mean of $|r_j|$ is at most its rms, 0.0425 K. With $h=0.288$ and $PR_p=21.28$ K,

$$\sqrt{21.28\times0.0425\times0.03863\times0.288^2}\approx0.054\ \text{K}.$$

The actual mean of $|r_j|$ gives 0.048 K. The observed change is about eight times smaller. From $n=4$ to 16 it falls by a factor of about 3.4 per doubling, faster than the proven first order; this is an observation for one data set.

A hundred noise draws separate grid error from noise. The mean rms distance to the true curve is 0.025 K at $n=4$, 0.0145 K at $n=8$ and 0.0134 K at $n=32$. Without noise, the $n=4$ error is 0.022 K, so the grid dominates there. Beyond $n=8$ a fourfold refinement gains only 7%. Rule (4) is sufficient, not necessary: (3) takes the worst time and the worst position between nodes for every component, and a least-squares fit can do better than interpolation.

## Which resistances can be trusted

The largest single resistance behaves differently from the curve. For $n=4,8,16,32,64$ it is 221, 181, 155, 214 and 167 mK/W. Its spread is 35% of its mean, against 0.1% for $R_{\rm th}$. The second figure holds only for the fixed range: with the longest grid $\tau$ raised from 10 s to 1000 s, the same data at $n=8$ give $R_{\rm th}=438$ mK/W instead of 425. Apart from noise, interpolation explains the sequence. The slowest true term has $R=260.5$ mK/W at $\tau=163.47$ ms, or $\log_{10}(\tau/\text{s})=-0.78656$. At $n=16$ this is $-12.585$ grid steps, so the node at $-13$ should receive the fraction 0.585, or 152 mK/W. The same arithmetic gives 222, 184, 216 and 172 mK/W for the other four grids. Noise moves the division too: from one noise draw to another the largest resistance scatters by about 2 mK/W at $n=4$, but by roughly 30 to 35 mK/W at $n=32$ and 64, so the close agreement on the finest grids is partly chance. The physical term is stable; its division between two nodes is not.

Neighbouring active elements should therefore be merged. For weights $w_i$ at $x_i$, put $W=\sum_iw_i$ and $\bar x=\sum_iw_ix_i/W$. In a Taylor expansion about $\bar x$ the linear terms cancel, so the error is at most $\frac M2\sum_iw_i(x_i-\bar x)^2$. If the group runs from $a$ to $b$, then $(x_i-a)(b-x_i)\ge0$. Averaging this gives a variance of at most $(\bar x-a)(b-\bar x)\le(b-a)^2/4$. The curve changes by at most $MW(b-a)^2/8$ per group, and the merged resistance stays positive.

At $n=16$, 11 elements become seven:

| $\tau$, ms | $R$, mK/W |
|---:|---:|
| 0.001 | 1.6 |
| 0.012 | 2.5 |
| 0.18 | 10.8 |
| 1.9 | 5.2 |
| 7.96 | 144.3 |
| 163 | 260.7 |
| 10 000 | 0.5 |

Merging moves the curve by at most 0.010 K at the samples, within the bound of 0.017 K. The largest error against the true curve is 0.014 K. For this noise draw the two main terms lie close to the true pairs, 143.4 mK/W at 7.97 ms and 260.5 mK/W at 163.5 ms. Other draws can be less favourable: the same merging gives about four to ten elements, the largest resistance scatters by a few mK/W and the second by 12 to 15 mK/W (these figures vary between sets of draws, because in occasional draws the second falls to about half its usual value), and the largest curve error averages 0.03 K. A sum over a fixed range of $\tau$ is steadier: at $n=8$ the total resistance below 30 ms scatters by only 0.9 mK/W. The end elements need care. The one at 1 µs combines an unresolved fast part with fitted noise: from one noise draw to another its resistance scatters by about 1 mK/W, comparable with its value. The one at 10 s has no counterpart in the structure, whose slowest time is 163 ms; it contributes $50\times0.00054\times(1-e^{-1})=0.017$ K at the last sample, below the noise. Its capacitance, $1.8\times10^4$ J/K, has no physical meaning.

Without the constraint, the $n=4$ fit contains a resistance of $-1.0$ K/W and its $\operatorname{Re}Z$ falls to $-0.15$ K/W. That model is not passive. The outcome depends on the noise: in about six of ten other draws the unconstrained $\operatorname{Re}Z$ also turns negative.

## What a real assembly changes

The material values are rough typical ones. Of the changes estimated here, a base wider than the die has the largest effect. With 45° spreading in a wider copper base, the estimated final rise drops by 5.6 K, or 26%. The 45° rule is rough: for uniform die flux into a copper plate at least 30 mm wide, the linear heat equation gives a drop of about 6.9 K in the mean over the die and 5.5 K at its centre. The network stays linear, but the face temperature is no longer uniform. With uniform heating, nonnegative weights are guaranteed if the sensor reads the mean over the heated face; a sensor at the centre alone can have some negative weights. Nonlinearity is a different matter: if germanium's conductivity falls roughly as $T^{-1.2}$, the final rise grows by 0.20 K, four times $\sigma$, and a model fitted at one power is biased at another. Leakage, assumed to be 1 mA/cm² cold at 10 V and to grow as the square of the intrinsic density, reaches 67 mW when hot if the gap is held at 0.66 eV, and adds about $0.067\times0.425=0.03$ K; allowing for the narrowing of germanium's gap on heating raises this to about 90 mW and 0.04 K. Loss from the top face is 0.07% of the power. A heater 1 µm deep changes the rise by less than 0.009 K, and a 1 µs switching edge shifts the first sample by about 0.004 K. A single-path estimate of the phonon mean free path, 26 nm, is far below the 19 µm diffusion length at the first sample, which supports ordinary heat conduction there. This is only a rough check, because real phonon paths are broadly distributed and some exceed 1 µm.

For a measured curve, the density test is to double $n$ with data and range fixed, and to refine until certificate (5) is well below the noise. Passing it shows that the curve is insensitive to that refinement. It does not test the range of the grid, nor does it detect a wrong power, a remote sensor or a nonlinear structure. The numerical output below lists the remaining grids and values.

## Computed values

```
germanium: 300 um, k 60 W/(m K), c 1.70 MJ/(m3 K)
adhesive: 25 um, k 2 W/(m K), c 2.00 MJ/(m3 K)
copper: 2000 um, k 400 W/(m K), c 3.45 MJ/(m3 K)
grease 20 mm2 K/W; area 1 cm2; power 50 W
noise 0.05 K; 121 samples, 10 us to 10 s; T0 300 K
R die, adhesive, copper, grease (mK/W): 50.0 125.0 50.0 200.0
true R_th 425.0 mK/W; final rise 21.25 K; first sample 0.177 K
true slow term 1: tau 163.47 ms, R 260.5 mK/W
true slow term 2: tau 7.97 ms, R 143.4 mK/W
true R with tau < 30 ms: 164.5 mK/W
mesh error vs Laplace inversion 0.00029 K
most negative R, sensor under die: -8.8 mK/W
M 0.30900; M/8 0.03863; sufficient density 9.3 per decade
n/decade, columns, active, groups, rms resid K, R_th, R_fast, R_max (mK/W)
 1    8   5   2 0.34627 431.49 145.57 233.81
 2   15   7   5 0.14630 427.48 154.32 168.68
 4   29   8   5 0.04700 425.38 163.74 221.35
 8   57  11   7 0.04247 425.18 163.59 181.29
16  113  11   7 0.04185 425.48 164.27 155.17
32  225  11   7 0.04173 425.59 164.49 213.69
64  449  10   7 0.04172 425.60 164.50 167.13
n/decade, rms change to n=64, certificate, prior bound (K)
 1 0.34285 0.50820 1.06228
 2 0.13891 0.16858 0.34247
 4 0.01907 0.03181 0.10054
 8 0.00564 0.00900 0.04754
16 0.00162 0.00296 0.02350
32 0.00017 0.00121 0.01172
spread n=4..64: R_th 0.100 %, R_max 35.3 %
noise-free n=1: rms error 0.34557 K, bound 4.3527 K
noise-free n=2: rms error 0.14176 K, bound 1.0889 K
noise-free n=4: rms error 0.02159 K, bound 0.2730 K
mean rms curve error, 100 draws (K): n=1: 0.34572 n=2: 0.14222 n=4: 0.02497 n=8: 0.01447 n=32: 0.01344
noise std at n=8 (mK/W): R_th 0.31, R_fast 0.87, R_max 5.35
unconstrained n=4: min R -1.03e+00 K/W, min Re Z -1.54e-01 K/W
merged model from n=16: tau (ms), R (mK/W), C (J/K)
  0.001  1.565  0.000639
  0.01159  2.465  0.0047
  0.1778  10.812  0.01645
  1.924  5.160  0.3729
  7.956  144.271  0.05515
  163.2  260.670  0.6262
  1e+04  0.542  1.846e+04
merging changes curve by 0.01001 K, bound 0.01650 K
merged model vs truth: max error 0.0143 K
neglected: Ge k ~ T^-1.2: +0.202 K; wider base: -5.61 K
top-face loss 0.071 % of power (air 10 W/(m2 K))
leakage: ni x2.58, 66.5 mW at 10 V, 1 mA/cm2 cold
heater depth 1 um: < 0.0083 K; edge 1 us: 0.0044 K
phonon path 26 nm; diffusion length at first sample 18.8 um
```
